# Why semilocal functionals split the p0 and p+1 states of boron

**Question**

The ground term of boron is $^2P$, from $1s^2\,2s^2\,2p^1$. Without spin–orbit coupling I expect the same energy whether the $2p$ electron occupies $p_0$ or $p_{+1}$. My semilocal density-functional calculations give different energies, although rotating a real $p$ orbital changes nothing. I have been told that this happens because $p_{+1}$ carries a current and the functional ignores it. Is that the cause, and how large should the difference be?

**Answer**

The missing current is part of the story for some approximations, but it is not the fundamental cause. The exact density functional receives no current either, and it gives equal energies. The splitting is an error of the approximate functional, and its size depends on which one you use.

I use atomic units, the nonrelativistic Hamiltonian and no external magnetic field. The splitting is

$$\Delta=E(p_{+1})-E(p_0),\qquad p_{+1}=-\frac{p_x+ip_y}{\sqrt2}.$$

**What the exact theory requires**

The Hamiltonian commutes with $L_\pm$. Since $L_+|M=0\rangle=\sqrt2\,|M=1\rangle$ for $L=1$, the two states have the same energy $E_0$.

The exact density functional respects this. Define

$$F[n]=\min_{\Psi\to n}\langle\Psi|T+W|\Psi\rangle,\qquad E_v[n]=F[n]+\int v\,n\,d^3r,$$

where $W$ is the electron repulsion and $v$ the nuclear potential. Insert the density $n_{+1}$ of the exact $M=+1$ ground state. That state is among the trial functions, so $E_v[n_{+1}]\le E_0$. The variational principle gives $E_v[n_{+1}]\ge E_0$, so the two are equal. The same argument holds for $M=0$, and for a search constrained by both spin densities. No current was supplied.

**The two densities and their Hartree energies**

Give both orbitals the same radial function $R(r)$. With $P_2=(3\cos^2\theta-1)/2$,

$$|p_0|^2=\frac{3R^2}{4\pi}\cos^2\theta=\frac{R^2}{4\pi}(1+2P_2),$$

$$|p_{+1}|^2=\frac{3R^2}{8\pi}\sin^2\theta=\frac{R^2}{4\pi}(1-P_2).$$

One is a dumbbell, the other a ring, and no rotation turns one into the other. If all we know of a density functional is that it is rotationally invariant, equal energies are therefore guaranteed for $p_x$, $p_y$ and $p_z$, but not for $p_0$ and $p_{+1}$. The rotational invariance of the Hamiltonian says more, because it acts on wavefunctions, which can be superposed: it gives the equality derived above with $L_+$.

Write both densities as $R^2(1+aP_2)/4\pi$, with $a=2$ or $a=-1$. Expand $1/r_{12}$ in Legendre polynomials. For $k=2$, integrating over the second electron's angles gives $(4\pi/5)P_2(\cos\theta_1)$, and the remaining integral of $P_2^2$ gives another $4\pi/5$. The self-repulsion integral is thus

$$J=F_0+\frac{a^2}{(4\pi)^2}\left(\frac{4\pi}{5}\right)^2F_2=F_0+\frac{a^2}{25}F_2,$$

where $F_k$ is the radial integral of $r_<^k/r_>^{k+1}$ with two factors $r^2R^2$. The Hartree energy contains $J/2$, so

$$\Delta E_H=\frac12\left(\frac1{25}-\frac4{25}\right)F_2=-\frac{3}{50}F_2.$$

The $s$ shells are spherical, so their repulsion with the $p$ electron does not depend on $m$. Nor do the kinetic and nuclear energies, or the exchange with the $s$ shells, whose exchange operator is rotationally invariant. The $p$ electron's exchange with itself is $-J/2$. Hence

$$\Delta E_x=+\frac{3}{50}F_2,$$

and the single-determinant energies agree.

For restricted open-shell Hartree–Fock orbitals in the $s,p$ part of an uncontracted aug-cc-pVTZ set, $F_2=0.189452$ hartree. Then

$$\Delta E_x=0.06\times0.189452\times627.5095=7.133\ \text{kcal/mol}.$$

The last digits depend on the basis: a larger even-tempered $s,p$ set gives $F_2=0.18973$ hartree and 7.143 kcal/mol. This is what an exchange functional must reproduce from the change in density shape. Any deviation appears in $\Delta$.

**Any complex p orbital**

The same cancellation holds between the two extremes. Up to a phase and a rotation, a normalized $p$ orbital can be written as

$$\phi_\eta=\cos\eta\,p_x+i\sin\eta\,p_y,$$

because its phase can be chosen so that the real and imaginary direction vectors are perpendicular. Its density is $\cos^2\eta\,p_x^2+\sin^2\eta\,p_y^2$.

Let $A=(xx|xx)=F_0+4F_2/25$ and $B=(xx|yy)$. The circular orbital has $J=(A+B)/2=F_0+F_2/25$, so $B=F_0-2F_2/25$ and $A-B=6F_2/25$. For general $\eta$,

$$J(\eta)=(\cos^4\eta+\sin^4\eta)A+2\cos^2\eta\sin^2\eta\,B=A-\frac{3}{25}F_2\sin^22\eta.$$

Relative to a real orbital, the Hartree energy changes by $-(3/50)F_2\sin^22\eta$ and exact exchange by the opposite amount. A semilocal functional must achieve this cancellation along the whole family. At $\eta=0$ there is nothing to cancel; at $\eta=\pi/4$ the demand is largest.

**What a semilocal functional sees**

For real basis functions $\chi_\mu$, the density is $\sum D_{\mu\nu}\chi_\mu\chi_\nu$. The imaginary part of the Hermitian matrix $D$ is antisymmetric and cancels in this sum. It also cancels in $\nabla\rho$ and in $\tau=\sum_i|\nabla\psi_i|^2$. For the circular orbital,

$$p_{+1}(\mathbf r)p_{+1}^*(\mathbf r')=\frac12\left[p_xp_x'+p_yp_y'\right]+\frac i2\left[p_yp_x'-p_xp_y'\right],$$

where primes denote evaluation at $\mathbf r'$. A functional of $\rho$, $\nabla\rho$ and $\tau$ sees the first bracket: half an electron in $p_x$ and half in $p_y$.

Exact exchange, written in terms of $D$, also uses the second bracket. Dropping it replaces $(xx|yy)$ by $K=(xy|xy)$ in the self-exchange integral, which falls by $(B-K)/2$. To find $K$, note that $(p_x+p_y)/\sqrt2$ is a rotated real orbital, so its self-repulsion is $A$:

$$\frac{A+B}{2}+K=A\quad\Rightarrow\quad K=\frac{A-B}{2}=\frac{3}{25}F_2.$$

Exchange carries a factor $-1/2$, so the energy rises by

$$\frac{B-K}{4}=\frac14\left(F_0-\frac{F_2}{5}\right)=\frac{0.417122-0.037890}{4}=0.09481\ \text{hartree},$$

or 59.5 kcal/mol. This is not the splitting of a semilocal functional, which does not evaluate exact exchange with a truncated matrix. It measures how much that orbital expression relies on $\operatorname{Im}D$.

**How large the splitting is**

With the common Hartree–Fock orbitals, $\Delta$ in kcal/mol is:

| Functional | Exchange only | With correlation |
|---|---:|---:|
| LDA | 1.05 | 0.58 |
| PBE | 3.35 | 2.23 |
| BLYP | 3.72 | 2.83 |
| TPSS | 7.15 | 5.81 |

The larger $s,p$ basis moves these entries by less than 0.01 kcal/mol. All four place $p_{+1}$ too high. For PBE, the exchange difference is $3.35+7.13=10.48$ kcal/mol, 47% above the required 7.13. LDA overshoots by 15%, and TPSS gives about twice the required value.

If correlation energy means exact energy minus the energy of these determinants, it must be the same for both states, since both terms in that subtraction are. The correlation functionals instead lower $p_{+1}$ relative to $p_0$. The improvement in the last column is therefore a partial cancellation of two errors.

The angular grid is not responsible. Tilting a real $p$ orbital to an oblique direction changes the PBE energy by less than 0.00001 kcal/mol.

**Where current does help**

Current enters when one models the exchange hole locally. For one spin, define

$$\gamma(\mathbf r,\mathbf r')=\sum_i\psi_i(\mathbf r)\psi_i^*(\mathbf r'),\qquad h(\mathbf r,\mathbf r')=\frac{|\gamma(\mathbf r,\mathbf r')|^2}{\rho(\mathbf r)},$$

with $h$ the magnitude of the hole density, and $\mathbf j=\operatorname{Im}\sum_i\psi_i^*\nabla\psi_i$. At $\mathbf r'=\mathbf r$,

$$\gamma=\rho,\qquad \nabla'\gamma=\tfrac12\nabla\rho-i\mathbf j,\qquad 2\operatorname{Re}\nabla'^2\gamma=\nabla^2\rho-2\tau.$$

The last relation follows from differentiating $\rho=\sum_i|\psi_i|^2$ twice. Using $\nabla'^2|\gamma|^2=2\operatorname{Re}(\gamma^*\nabla'^2\gamma)+2|\nabla'\gamma|^2$ and dividing by $\rho$,

$$\nabla'^2h\big|_{\mathbf r'=\mathbf r}=\nabla^2\rho-2D_x,\qquad D_x=\tau-\frac{|\nabla\rho|^2}{4\rho}-\frac{j^2}{\rho}.$$

At the point $(1.5,0.5,0.6)$ bohr in the $p_{+1}$ state, finite differences of the explicit hole give $-0.02310$ bohr$^{-5}$, as does this formula. Without $j^2/\rho$ the formula gives $-0.02921$ bohr$^{-5}$, a curvature 26% too large in magnitude.

A single orbital $\psi=\sqrt\rho\,e^{iS}$ shows the meaning of the term. Here $\tau=|\nabla\rho|^2/(4\rho)+\rho|\nabla S|^2$ and $\mathbf j=\rho\nabla S$, so $D_x=0$. For $p_{+1}$ alone, $S$ is the azimuthal angle plus a constant, and omitting the current leaves $D_x=\rho/(r^2\sin^2\theta)$. The phase gradient is then mistaken for the presence of more than one orbital. TPSS uses $|\nabla\rho|^2/(4\rho\tau)$ to recognize one-orbital regions, so it is open to this misreading. This explains only part of its large splitting, however. Replacing $\tau$ by $\tau-j^2/\rho$ for each spin, on the common orbitals, lowers the TPSS splitting from 7.15 to about 5.0 kcal/mol for exchange only, and from 5.8 to about 3.7 kcal/mol with correlation.

The Becke–Roussel exchange functional allows a direct comparison. It models the hole by a normalized exponential whose value and curvature at the reference point are prescribed; I use the full curvature above. On the common orbitals, its exchange-only splitting is 5.07 kcal/mol without $j^2/\rho$ and $-0.04$ kcal/mol with it. The larger $s,p$ basis gives 5.08 and $-0.03$ kcal/mol. The $p_0$ energy does not change, because a real orbital has $\mathbf j=0$.

For this functional and this atom, the neglected current accounts for nearly all of the splitting. The near-zero result is not a proof of degeneracy, since two local properties do not determine the whole hole. Nor does the remedy transfer directly to LDA or PBE: they contain no $\tau$ from which $j^2/\rho$ could be subtracted.

**Self-consistent energies**

Relaxing the orbitals separately, with $d$ functions added, gives splittings of 0.97 kcal/mol for LDA, 2.87 for PBE and 6.63 for TPSS. An uncontracted aug-cc-pVQZ set with $f$ functions, on a different grid, gives 0.97, 2.87 and 6.64. For PBE,

$$\Delta=-24.606510-(-24.611081)=0.004571\ \text{hartree}=2.87\ \text{kcal/mol}.$$

Relaxation does not remove the problem. It lowers $p_0$ more than $p_{+1}$, by 0.64 kcal/mol for PBE. These calculations do not separate radial relaxation from polarization of the $s$ shells. The determinant equality derived above assumed common radial functions and spherical $s$ shells, so the standard for the relaxed energies is the degeneracy of the exact states. Exact exchange alone does not meet it: separately relaxed unrestricted Hartree–Fock determinants in the same $s,p,d$ basis put $p_{+1}$ about 1.8 kcal/mol above $p_0$, more than LDA does.

In practice, state which occupation you used. An atomization energy is the energy of the separated atoms minus that of the molecule, so taking $p_{+1}$ instead of $p_0$ as the reference raises it by $\Delta$ for each boron atom. In a half-filled $p^3$ shell with parallel spins, this particular ambiguity is absent: all three $p$ orbitals are occupied, the density is spherical, and the term has $L=0$.

The numerical output below gives the integrals, total energies and splittings in more detail.

## Computed results

```
conversion: 1 hartree = 627.5095 kcal/mol
basis functions: s,p set 29; s,p,d set 44
determinant energy p0  = -24.52814047 hartree
determinant energy p+1 = -24.52814047 hartree
F0(2p,2p) = 0.417122 hartree
F2(2p,2p) = 0.189452 hartree
All splittings below are (p+1) minus (p0)
Hartree difference        = -7.1330 kcal/mol
exact-exchange difference = 7.1330 kcal/mol
energy rise if Im D is dropped in exact exchange = 59.49 kcal/mol
Common orbitals, total splitting:
  LDA: exchange only 1.048, with correlation 0.577 kcal/mol
  PBE: exchange only 3.354, with correlation 2.228 kcal/mol
  BLYP: exchange only 3.721, with correlation 2.830 kcal/mol
  TPSS: exchange only 7.146, with correlation 5.813 kcal/mol
PBE change on tilting a real p orbital = 0.00000 kcal/mol
Exchange-hole curvature at (1.5, 0.5, 0.6) bohr, p+1, spin up:
  finite difference  = -0.0230965 bohr^-5
  formula with j     = -0.0230965 bohr^-5
  formula without j  = -0.0292104 bohr^-5
Becke-Roussel exchange of hydrogen = -0.312500 hartree
Becke-Roussel splitting without j = 5.069 kcal/mol
Becke-Roussel splitting with j    = -0.037 kcal/mol
Self-consistent orbitals, s,p,d basis:
  LDA: E(p0) = -24.355059, E(p+1) = -24.353519 hartree
  LDA: splitting = 0.966 kcal/mol
  PBE: E(p0) = -24.611081, E(p+1) = -24.606510 hartree
  PBE: splitting = 2.869 kcal/mol
  TPSS: E(p0) = -24.668021, E(p+1) = -24.657458 hartree
  TPSS: splitting = 6.629 kcal/mol
```
